# Dipole correction as zero displacement, and field ensembles for an electrolyte slab: verification in Python

```python
"""
Result under test (Gaussian atomic units: e, bohr, hartree):
  U(D) = H_PBC + V/(8 pi) (D - 4 pi M/V)^2, so U(0) = H_PBC + 2 pi M^2/V,
which is the energy of an isolated slab up to exponentially small terms, and
  int dD exp(beta V E D/4pi) Z_D = sqrt(8 pi^2/(beta V)) exp(beta V E^2/8pi) Z_E.
H_PBC: tin-foil periodic Coulomb energy; M: slab dipole along z; V = A L: cell
volume; D: displacement field; E: mean field; Z_D, Z_E: partition functions.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc

pi = np.pi
HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / const.e

# ---------- Part 1: point ions, 3D Ewald against a direct lateral sum ----------
side = 12.0
charges = np.array([2.0, -1.0, -1.0, 1.0, -1.0])
ions = np.array([[1, 2, 8], [4, 9, 3], [8, 3, 5], [10, 7, 9], [6, 6, 2]], float)
charge_products = np.outer(charges, charges)


def ewald_tinfoil(positions, height, alpha=0.5):
    """Coulomb energy per 3D-periodic cell with the G = 0 term dropped."""
    box = np.array([side, side, height])
    volume = box.prod()
    separation = positions[:, None] - positions[None]
    real_part = 0.0
    for shift in np.ndindex(5, 5, 5):
        image = (np.array(shift) - 2) * box
        r = np.linalg.norm(separation + image, axis=2)
        if not image.any():
            np.fill_diagonal(r, np.inf)
        real_part += 0.5 * np.sum(charge_products * erfc(alpha * r) / r)
    limits = np.ceil(6.5 * box / (2 * pi)).astype(int)
    axes = [2 * pi * np.arange(-n, n + 1) / b for n, b in zip(limits, box)]
    g = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    g2 = np.sum(g * g, axis=1)
    g, g2 = g[g2 > 1e-12], g2[g2 > 1e-12]
    structure = np.exp(-1j * g @ positions.T) @ charges
    recip = 2 * pi / volume * np.sum(
        np.exp(-g2 / (4 * alpha**2)) / g2 * np.abs(structure) ** 2)
    return real_part + recip - alpha / np.sqrt(pi) * np.sum(charges**2)


def lateral_sum(positions, cutoff):
    """Direct Coulomb sum over a square block of lateral images only."""
    n = side * np.arange(-cutoff, cutoff + 1)
    nx, ny = np.meshgrid(n, n, indexing="ij")
    per_image = np.zeros_like(nx)
    for i in range(len(charges)):
        for j in range(len(charges)):
            d = positions[i] - positions[j]
            r = np.sqrt((nx + d[0])**2 + (ny + d[1])**2 + d[2]**2)
            if i == j:
                r[cutoff, cutoff] = np.inf
            per_image += 0.5 * charge_products[i, j] / r
    return per_image.sum()


def image_remainder(positions, height):
    """Interaction with z-images carried by nonzero lateral wavevectors."""
    d = positions[:, None] - positions[None]
    total = 0.0
    for a in range(-12, 13):
        for b in range(-12, 13):
            if a == 0 and b == 0:
                continue
            gx, gy = 2 * pi * a / side, 2 * pi * b / side
            g = np.hypot(gx, gy)
            kernel = (np.cos(gx * d[..., 0] + gy * d[..., 1])
                      * 2 * np.cosh(g * d[..., 2]) / np.expm1(g * height))
            total += 0.5 * np.sum(charge_products * kernel) * 2 * pi / (side**2 * g)
    return total


# The tail of the neutral lateral sum contains odd inverse powers of the cutoff.
cutoffs = np.array([10, 20, 40, 80])
sums = np.array([lateral_sum(ions, c) for c in cutoffs])
inverse_radius = 1 / (cutoffs + 0.5)
tail_matrix = np.stack([inverse_radius**p for p in (0, 1, 3, 5)], axis=1)
energy_2d = np.linalg.solve(tail_matrix, sums)[0]
dipole = charges @ ions[:, 2]

print("POINT IONS")
print(f"lateral cell side = {side:.1f} bohr")
for q, r in zip(charges, ions):
    print(f"ion charge {q:+.0f} e at ({r[0]:.0f}, {r[1]:.0f}, {r[2]:.0f}) bohr")
print(f"slab dipole M = {dipole:.3f} e bohr")
print(f"isolated slab energy, direct sum = {energy_2d:.8f} hartree")
for height in (16.0, 24.0, 40.0):
    volume = side**2 * height
    periodic = ewald_tinfoil(ions, height)
    correction = 2 * pi * dipole**2 / volume
    error = periodic + correction - energy_2d
    remainder = image_remainder(ions, height)
    assert abs(error - remainder) < 2e-8
    print(f"L = {height:.0f} bohr: H_PBC = {periodic:.8f} hartree")
    print(f"  dipole term = {correction:.8f} hartree")
    print(f"  corrected minus isolated = {error:.2e} hartree")
    print(f"  predicted remainder = {remainder:.2e} hartree")
assert abs(error) < 1e-6 and correction > 1e-2
print(f"dipole term at L = 40 bohr = {correction * HARTREE_EV:.4f} eV")

wrapped = ions.copy()
wrapped[-1, 2] += height
wrapped_dipole = charges @ wrapped[:, 2]
wrapped_periodic = ewald_tinfoil(wrapped, height)
assert abs(wrapped_periodic - periodic) < 1e-9
branch_error = wrapped_periodic + 2 * pi * wrapped_dipole**2 / volume - energy_2d
assert abs(branch_error) > 0.1
branch_D = 4 * pi * charges[-1] / side**2
restored = wrapped_periodic + volume / (8 * pi) * (
    branch_D - 4 * pi * wrapped_dipole / volume)**2
assert abs(restored - energy_2d) < 1e-6
print(f"last ion wrapped by L: M = {wrapped_dipole:.3f} e bohr")
print(f"  energy error at D = 0: {branch_error:.6f} hartree")
print(f"  D that restores the energy = {branch_D:.6f} e/bohr^2")

# ---------- Part 2: field-energy split for charged sheets ----------
sheet_area, sheet_height, sheet_D = 100.0, 30.0, 0.07
sheet_q = np.array([1.0, -2.0, 2.0, -1.0])
sheet_z = np.array([5.0, 7.0, 12.0, 14.0])
sheet_V = sheet_area * sheet_height
sheet_M = sheet_q @ sheet_z
edges = np.concatenate([[0], sheet_z, [sheet_height]])
fields = sheet_D + 4 * pi / sheet_area * np.concatenate([[0], np.cumsum(sheet_q)])
direct_energy = sheet_area / (8 * pi) * np.sum(fields**2 * np.diff(edges))
g = 2 * pi * np.arange(1, 200001) / sheet_height
structure = np.exp(-1j * np.outer(g, sheet_z)) @ sheet_q
fourier_energy = 4 * pi / sheet_V * np.sum(np.abs(structure)**2 / g**2)
split_energy = fourier_energy + sheet_V / (8 * pi) * (
    sheet_D - 4 * pi * sheet_M / sheet_V)**2
assert abs(split_energy / direct_energy - 1) < 1e-4  # truncated Fourier sum
vacuum_field = np.sum(2 * np.real(
    -1j * 4 * pi * structure / (sheet_V * g) * np.exp(1j * g * 22.0)))
assert abs(vacuum_field / (4 * pi * sheet_M / sheet_V) - 1) < 1e-3

# ---------- Part 3: electrolyte slab in the two ensembles ----------
temperature = 1200.0
kT = const.k * temperature / HARTREE_J
beta = 1 / kT
base_area, cell_L = 1.5e5, 200.0
spacing, slots = 2.0, 60
slot_weights = np.array([0.25, 0.5, 0.25])  # charges -1, 0, +1
mean_field = 1.0e-4


def charge_steps(copies, n_max):
    """Transfer matrix for the cumulative charge when one slot is passed."""
    weights = np.array([1.0])
    for _ in range(copies):
        weights = np.convolve(weights, slot_weights)
    n = np.arange(-n_max, n_max + 1)
    change = n[:, None] - n[None]
    matrix = np.where(abs(change) <= copies,
                      weights[np.clip(change + copies, 0, 2 * copies)], 0.0)
    return n, matrix


def dipole_histogram(copies):
    """Dipoles and their exact weights for the isolated slab (D = 0)."""
    n_max = 10 + 10 * copies
    n, steps = charge_steps(copies, n_max)
    area = copies * base_area
    m_max = n_max * (slots - 1)
    weight = np.zeros((len(n), 2 * m_max + 1))
    weight[n_max, m_max] = 1.0
    boltzmann = np.exp(-beta * 2 * pi * spacing / area * n**2)
    for _ in range(slots - 1):
        weight = boltzmann[:, None] * (steps @ weight)
        weight[weight < 1e-200] = 0.0  # far tails, avoids subnormal numbers
        for row, shift in enumerate(n):
            weight[row] = np.roll(weight[row], shift)
    final = steps[n_max] @ weight
    return -spacing * np.arange(-m_max, m_max + 1), final, area * cell_L


def moments(M, weight):
    mean = np.sum(M * weight) / weight.sum()
    return mean, np.sum((M - mean)**2 * weight) / weight.sum()


def constant_E_weight(M, weight, volume, field):
    return weight * np.exp(beta * (2 * pi * M**2 / volume + field * M))


def partition_D(D):
    """Z_D by transfer of the local field through slab and vacuum."""
    D = np.atleast_1d(D)
    n, steps = charge_steps(1, 20)
    state = np.zeros((len(D), len(n)))
    state[:, 20] = 1.0
    local = D[:, None] + 4 * pi * n[None] / base_area
    gap = np.exp(-beta * base_area * spacing * local**2 / (8 * pi))
    for _ in range(slots - 1):
        state = gap * (state @ steps.T)
    vacuum = cell_L - (slots - 1) * spacing
    return (state @ steps[20]) * np.exp(-beta * base_area * vacuum * D**2 / (8 * pi))


M, weight_0, V = dipole_histogram(1)
weight_E = constant_E_weight(M, weight_0, V, mean_field)
M_E, _ = moments(M, weight_E)
D_grid = np.linspace(-4e-4, 8e-4, 601)
integrand = partition_D(D_grid) * np.exp(beta * V * mean_field * D_grid / (4 * pi))
left = integrand.sum() * (D_grid[1] - D_grid[0])
right = (np.sqrt(8 * pi**2 / (beta * V))
         * np.exp(beta * V * mean_field**2 / (8 * pi)) * weight_E.sum())
assert abs(left / right - 1) < 1e-8
D_mean = np.sum(D_grid * integrand) / integrand.sum()
D_from_M = mean_field + 4 * pi * M_E / V
assert abs(D_mean / D_from_M - 1) < 1e-8

probe, step = 1.0e-4, 1.0e-6
log_Z = np.log(partition_D(np.array([probe - step, probe + step])))
slope = (log_Z[1] - log_Z[0]) / (2 * step)
M_probe, _ = moments(M, weight_0 * np.exp(beta * probe * M))
expected_slope = -beta * V / (4 * pi) * (probe - 4 * pi * M_probe / V)
assert abs(slope / expected_slope - 1) < 1e-5

_, var_D = moments(M, weight_0)
_, var_E = moments(M, constant_E_weight(M, weight_0, V, 0.0))
var_D_predicted = var_E / (1 + 4 * pi * beta * var_E / V)
assert abs(var_D_predicted / var_D - 1) < 0.01  # linear-response relation
assert var_E > 1.3 * var_D

slot_variance = slot_weights @ np.array([1.0, 0.0, 1.0])
debye = np.sqrt(base_area * kT * spacing / (4 * pi * slot_variance))
width = slots * spacing
l_debye = width - 2 * debye * np.tanh(width / (2 * debye))
l_exact = 4 * pi * beta * var_D / base_area
D_debye = mean_field * cell_L / (cell_L - l_debye)
assert abs(l_debye / l_exact - 1) < 0.03  # Debye theory is approximate
assert abs(D_debye / D_mean - 1) < 0.03

print("ELECTROLYTE SLAB")
print(f"T = {temperature:.0f} K, kT = {kT:.6e} hartree")
print(f"A = {base_area:.3e} bohr^2, L = {cell_L:.0f} bohr")
print(f"slots = {slots}, spacing = {spacing:.1f} bohr, width = {width:.0f} bohr")
print(f"slot probabilities (-1, 0, +1 e) = {slot_weights}")
print(f"mean field E = {mean_field:.3e} hartree/(e bohr)")
print(f"cell voltage E L = {mean_field * cell_L * HARTREE_EV:.4f} V")
print(f"integral relation, left/right - 1 = {left / right - 1:.1e}")
print(f"<M> at constant E = {M_E:.4f} e bohr")
print(f"<D> from Z_D = {D_mean:.6e} e/bohr^2")
print(f"E + 4 pi <M>/V = {D_from_M:.6e} e/bohr^2")
print(f"Debye estimate of D = {D_debye:.6e} e/bohr^2")
print(f"Debye length = {debye:.3f} bohr")
print(f"l_eff: Debye {l_debye:.3f}, exact {l_exact:.3f} bohr")
print(f"Var M at E = 0: {var_E:.2f} (e bohr)^2")
print(f"Var M at D = 0: {var_D:.2f} (e bohr)^2")
print(f"Var M at D = 0 from Var at E = 0: {var_D_predicted:.2f} (e bohr)^2")

differences = []
for copies in (1, 2, 4):
    M_s, w_s, V_s = dipole_histogram(copies)
    mean_E, _ = moments(M_s, constant_E_weight(M_s, w_s, V_s, mean_field))
    D_match = mean_field + 4 * pi * mean_E / V_s
    mean_D, _ = moments(M_s, w_s * np.exp(beta * D_match * M_s))
    differences.append(mean_E / mean_D - 1)
    print(f"area x{copies}: <M>_E/<M>_D - 1 = {differences[-1]:.4e}")
assert abs(differences[0]) > abs(differences[1]) > abs(differences[2])
assert 1.6 < differences[1] / differences[2] < 2.5  # leading 1/A behaviour
print("success")
```

It prints:

```
POINT IONS
lateral cell side = 12.0 bohr
ion charge +2 e at (1, 2, 8) bohr
ion charge -1 e at (4, 9, 3) bohr
ion charge -1 e at (8, 3, 5) bohr
ion charge +1 e at (10, 7, 9) bohr
ion charge -1 e at (6, 6, 2) bohr
slab dipole M = 15.000 e bohr
isolated slab energy, direct sum = 0.19617591 hartree
L = 16 bohr: H_PBC = -0.41363250 hartree
  dipole term = 0.61359232 hartree
  corrected minus isolated = 3.78e-03 hartree
  predicted remainder = 3.78e-03 hartree
L = 24 bohr: H_PBC = -0.21282985 hartree
  dipole term = 0.40906154 hartree
  corrected minus isolated = 5.58e-05 hartree
  predicted remainder = 5.58e-05 hartree
L = 40 bohr: H_PBC = -0.04926101 hartree
  dipole term = 0.24543693 hartree
  corrected minus isolated = 1.28e-08 hartree
  predicted remainder = 1.28e-08 hartree
dipole term at L = 40 bohr = 6.6787 eV
last ion wrapped by L: M = -25.000 e bohr
  energy error at D = 0: 0.436332 hartree
  D that restores the energy = -0.087266 e/bohr^2
ELECTROLYTE SLAB
T = 1200 K, kT = 3.800174e-03 hartree
A = 1.500e+05 bohr^2, L = 200 bohr
slots = 60, spacing = 2.0 bohr, width = 120 bohr
slot probabilities (-1, 0, +1 e) = [0.25 0.5  0.25]
mean field E = 1.000e-04 hartree/(e bohr)
cell voltage E L = 0.5442 V
integral relation, left/right - 1 = -2.6e-15
<M> at constant E = 209.3434 e bohr
<D> from Z_D = 1.876895e-04 e/bohr^2
E + 4 pi <M>/V = 1.876895e-04 e/bohr^2
Debye estimate of D = 1.870330e-04 e/bohr^2
Debye length = 13.470 bohr
l_eff: Debye 93.067, exact 93.760 bohr
Var M at E = 0: 7996.09 (e bohr)^2
Var M at D = 0: 4253.05 (e bohr)^2
Var M at D = 0 from Var at E = 0: 4250.12 (e bohr)^2
area x1: <M>_E/<M>_D - 1 = -6.9278e-04
area x2: <M>_E/<M>_D - 1 = -3.4045e-04
area x4: <M>_E/<M>_D - 1 = -1.6888e-04
success
```
